Classical and quantum nuclear motion in the vibrational gap shift

**Question**

Molecular dynamics with classical nuclei is used to find how lattice vibrations change the band gap of a semiconductor. The vibrations are modelled by N = 192 independent harmonic modes, as many as the coordinates of a 64-atom cell, all with energy ħω = 60 meV. Mode j has displacement x_j and effective mass m, and its dimensionless displacement is q_j = x_j √(mω/ħ). The gap depends on the displacements as

E_g = E_0 + a Σ_j q_j²

with static gap E_0 = 1.20 eV and a = −0.625 meV. These are round model parameters. The nuclei are in thermal equilibrium at T = 300 K, the cell is fixed, and the electrons follow the nuclei adiabatically. The renormalization is the thermal average of E_g minus E_0, so it includes the zero-point contribution. Use k_BT = 25.852 meV.

The parts are answered in turn. Results computed numerically are quoted where needed and are listed in the numerical output.

**(a) Find the average of q² for one mode with classical nuclei.**

*Answer.* With momentum P and p = P/√(mħω), the energy of one mode is

H = P²/(2m) + mω²x²/2 = (ħω/2)(p² + q²)

because P² = mħω p² and x² = ħq²/(mω). The classical canonical weight is exp(−H/k_BT). Its momentum factor cancels between numerator and denominator, which leaves

w(q) = exp[−q²/(2θ)],  θ = k_BT/(ħω)

Since dw/dq = −(q/θ)w, we can replace q w by −θ dw/dq and integrate by parts. The boundary term vanishes:

∫ q² w dq = −θ ∫ q (dw/dq) dq = θ ∫ w dq

Therefore

⟨q²⟩_cl = θ = k_BT/(ħω)

This is equipartition: the mean potential energy ħω⟨q²⟩/2 equals k_BT/2. The average goes to zero at T = 0, where a classical nucleus rests at the minimum.

A linear term g q in the gap would average to zero, because w is even in q. The quantum density of a harmonic mode is even too, so the same holds there.

**(b) Find the same average with quantum nuclei.**

*Answer.* Now [q, p] = i. Define b = (q + ip)/√2, so that

[b, b†] = 1,  q = (b + b†)/√2,  H = ħω(b†b + 1/2)

In the level with n quanta, bb and b†b† have no diagonal element, while b†b gives n and bb† gives n + 1. Hence

⟨n|q²|n⟩ = (1/2)[(n + 1) + n] = n + 1/2

Let y = ħω/(2k_BT) and u = exp(−2y). The Boltzmann weight of level n is proportional to uⁿ. The two sums needed are Σ uⁿ = 1/(1 − u) and, by applying u d/du to it, Σ n uⁿ = u/(1 − u)². Their quotient is the mean occupation

n_B = u/(1 − u) = 1/(e^{2y} − 1)

Adding one half gives

⟨q²⟩_qu = n_B + 1/2 = (e^{2y} + 1)/[2(e^{2y} − 1)] = (1/2) coth y

At T = 0 this remains 1/2, the zero-point value.

**(c) What fraction R of the full quantum renormalization does classical dynamics recover? Give its value at 300 K, its limits, and its trend with temperature.**

*Answer.* Both shifts are Na⟨q²⟩, so N and a cancel. The mass has already been absorbed in q. In terms of y the classical average is θ = 1/(2y), and

R = [1/(2y)] / [(1/2) coth y] = (tanh y)/y

For the given mode,

y = 60/(2 × 25.852) = 1.1605

R = 0.8212/1.1605 = 0.708

Classical nuclei recover about 71 percent of the quantum shift, whatever the size or sign of a.

At high temperature y is small and tanh y ≈ y − y³/3, so

R ≈ 1 − y²/3 = 1 − (1/12)(ħω/k_BT)²

At low temperature tanh y → 1 and

R ≈ 1/y = 2k_BT/(ħω)

At 300 K the first expression gives 0.55 and the second 0.86. Neither is adequate, since y is close to 1, and the full formula is needed.

For the trend, differentiate:

dR/dy = [y/cosh²y − tanh y]/y² = (2y − sinh 2y)/(2y² cosh²y)

This is negative for y > 0 because sinh 2y > 2y. As y falls with rising temperature, R rises steadily. Solving (tanh y)/y = 0.90 for this mode gives T = 596 K, so room temperature is well below the range in which a 60 meV mode is nearly classical.

**(d) Find the two gaps at 300 K. What error does the classical gap cause in the intrinsic carrier density, with the band-edge densities of states held fixed?**

*Answer.* The total coupling is Na = 192 × (−0.625 meV) = −120 meV. With n_B = 0.1089,

quantum shift = −120 × 0.6089 = −73.06 meV

classical shift = −120 × 0.4309 = −51.70 meV

The gaps are 1.1269 eV and 1.1483 eV. The classical gap is too large by 21.36 meV.

For a nondegenerate semiconductor the intrinsic density varies as exp[−E_g/(2k_BT)]. At the same temperature and with the same densities of states,

n_i(quantum)/n_i(classical) = exp[21.36/(2 × 25.852)] = 1.51

The classical gap therefore gives a carrier density too small by a factor of about 1.5.

The deficit does not come from insufficient sampling. A Langevin simulation of the 192 oscillators, with a time step of 1.10 fs and 65.8 ps of sampling, gave a shift of −51.89 meV with a standard error of 0.11 meV. This lies 1.7 standard errors from the classical average and far from the quantum one. A longer run would reduce the statistical error but would still converge to the classical value.

**(e) Suppose that the change of the gap from 0 K to 300 K is reported instead. Does classical dynamics still give too little? Compare also the slopes dE_g/dT at 300 K.**

*Answer.* Separate the quantum shift into its zero-point and thermal parts:

Na⟨q²⟩_qu = Na/2 + Na n_B = −60.00 meV − 13.06 meV

The classical shift vanishes at 0 K, so its whole −51.70 meV counts as thermal change. The ratio is

classical change/quantum change = θ/n_B = 51.70/13.06 = 3.96

With this reference, classical dynamics gives about four times too much. There is no contradiction with part (c). The quantum mode already has a large displacement at 0 K and gains little on heating, because one quantum costs 2.3 k_BT. The classical mode starts from nothing and gains in proportion to T. The figure of 71 percent therefore applies to the shift from the static lattice, and to no other reference.

For the slope, use dy/dT = −y/T and d(coth y)/dy = −1/sinh²y:

(dE_g/dT)_qu = (Na/2) y/(T sinh²y)

The classical shift is Na/(2y), and its derivative is

(dE_g/dT)_cl = −[Na/(2y²)](−y/T) = Na/(2yT)

Dividing the two,

(dE_g/dT)_qu/(dE_g/dT)_cl = y²/sinh²y = 0.650

The values are −0.112 meV/K and −0.172 meV/K. The classical calculation thus underestimates the total shift and overestimates its temperature coefficient, by a factor 1/0.650 = 1.54. Moreover, the mean energy of a mode is ħω(n_B + 1/2) in the quantum case and k_BT in the classical case, which is ħω⟨q²⟩ in both. The slope ratio is therefore also the ratio of the quantum to the classical heat capacity of the mode.

**(f) At what temperature T* must classical sampling be run to reproduce the quantum average at 300 K? Show that it then reproduces the whole distribution of q, and state the limitation.**

*Answer.* Equating k_BT*/(ħω) to (1/2) coth y gives

T* = [ħω/(2k_B)] coth y = T y coth y = T/R = 423.9 K

The classical density of q is a Gaussian. To show that the quantum density is one as well, consider its characteristic function C(k) = ⟨X⟩ with X = exp(ikq). Since [b, q] = 1/√2 and [b†, q] = −1/√2,

bX = Xb + (ik/√2)X,  b†X = Xb† − (ik/√2)X

The operator b lowers the energy by ħω, so e^{−H/k_BT} b = e^{2y} b e^{−H/k_BT}. For b† the factor is e^{−2y}. Cyclic permutation under the trace then gives

⟨bX⟩ = e^{2y}⟨Xb⟩,  ⟨b†X⟩ = e^{−2y}⟨Xb†⟩

Insert ⟨Xb⟩ = e^{−2y}⟨bX⟩ in the average of the first commutation relation:

⟨bX⟩(1 − e^{−2y}) = (ik/√2) C

Since 1/(1 − e^{−2y}) = n_B + 1, this means

⟨bX⟩ = (ik/√2)(n_B + 1) C

For the other operator, Xb† = b†X + (ik/√2)X gives

⟨b†X⟩ = e^{−2y}[⟨b†X⟩ + (ik/√2) C]

⟨b†X⟩ = (ik/√2) n_B C

Add the two results and divide by √2:

⟨qX⟩ = (ik/2)(2n_B + 1) C = ik⟨q²⟩_qu C

Because dC/dk = i⟨qX⟩ = −k⟨q²⟩_qu C and C(0) = 1,

C(k) = exp[−k²⟨q²⟩_qu/2]

This is the characteristic function of a Gaussian with variance ⟨q²⟩_qu. Classical sampling at T* has the same variance, and hence the same density. Within the harmonic model it gives the right average of any function of q, not just of q².

The limitation is that T* depends on frequency. For a 20 meV mode at 300 K, R = 0.953 and T* = 300/0.953 = 315 K. Running a mixed system at 424 K would correct the 60 meV modes but make ⟨q²⟩ of the 20 meV modes about 35 percent too large. A thermostat that gives each frequency its own T* removes this defect for harmonic modes.

**(g) The gap that controls carrier densities is a free-energy difference. How does it differ from the averaged gap used above?**

*Answer.* When an electron is promoted across the gap, the coupling adds a q² to the potential of each mode:

H' = (ħω/2)p² + (1/2)(ħω + 2a)q²

The mode energy becomes

ħω' = √[ħω(ħω + 2a)] = ħω √(1 + 2a/ħω) ≈ ħω + a

The free energy of a quantum oscillator is F = k_BT ln[2 sinh(ħω/2k_BT)], with derivative

dF/d(ħω) = (1/2) coth y = ⟨q²⟩_qu

To first order in a, the free-energy gap therefore shifts by a⟨q²⟩_qu per mode, which is the averaged shift. In the classical case F = k_BT ln(ħω/k_BT), whose derivative k_BT/(ħω) is again ⟨q²⟩_cl.

The approximation is good here because |a|/ħω is about 0.01. Without expansion in a, the free-energy shifts are −73.63 meV (quantum) and −52.25 meV (classical). They exceed the averaged shifts in magnitude by 0.8 and 1.1 percent, and their ratio is 0.710. The condition is a small coupling per mode, not a small total shift. At fixed Na the excess falls as 1/N, to about 0.1 percent for 1536 modes, so it is an effect of the cell size. If the whole −120 meV were placed in one mode, ħω + 2a would be negative and the excited state would have no stable minimum.

This comparison holds for the purely quadratic coupling of the model. A linear term g q drops out of the averaged gap, but it displaces the minimum of the excited state. For small a it lowers the free-energy gap by g²/(2ħω) per mode, equally for quantum and classical nuclei.

**(h) How do a spread of frequencies, anharmonic terms and lattice expansion change the fraction?**

*Answer.* *Several frequencies.* Let mode group j carry the share w_j of the total quantum shift, with Σ w_j = 1. Its classical shift is R_j times its quantum shift, so

R_total = Σ_j w_j R_j

If half of the quantum shift at 300 K comes from 60 meV modes and half from 20 meV modes,

R_total = (0.708 + 0.953)/2 = 0.830

This is the largest change among the cases considered here. The shares need not all be positive. If 60 meV modes contributed −80 meV and 20 meV modes +20 meV, the fraction would be

(−80 × 0.708 + 20 × 0.953)/(−60) = 0.63

This lies below the fraction of either group. Partial cancellation of shifts can thus make the relative error larger than that of any single mode.

*Quartic gap coupling.* Add b q⁴ to the gap, with b = 0.05a. For a Gaussian ⟨q⁴⟩ = 3⟨q²⟩², so each shift is multiplied by 1 + 0.15⟨q²⟩:

R' = 0.7076 × (1 + 0.15 × 0.4309)/(1 + 0.15 × 0.6089) = 0.690

The fraction falls because the added term has the sign of a, scales as the square of ⟨q²⟩, and is recovered only to R² = 0.50. With b = −0.05a the fraction would instead rise to 0.728.

*Quartic potential.* With 0.01ħω q⁴ added to the potential of the nuclei, and the gap again quadratic, grid diagonalization and the classical integral give a ratio of 0.708. At 300 K the term reduces both averages by nearly the same factor, 0.953 (quantum) and 0.954 (classical). The near equality depends on the temperature: at 100 K the same term lowers the quantum average by 2.8 percent and the classical one by 1.6 percent. Strongly anharmonic modes, such as those near a structural instability, are outside this estimate.

*Lattice expansion.* Let the cell relax from its static volume by a relative amount e. With bulk modulus B, volume v per atom, three modes per atom and ω proportional to V^(−γ), the free energy per atom is

F(e) = Bve²/2 + 3F_vib(ω)

For small e, ħω changes by −γħω e, and dF_vib/d(ħω) = ⟨q²⟩. Setting dF/de = 0 gives

e ≈ 3γħω⟨q²⟩/(Bv)

The expansion is proportional to ⟨q²⟩, so to leading order it carries the same fraction R. Take B = 100 GPa, v = 0.020 nm³ and γ = 1. Then Bv = 2.0 × 10⁻¹⁸ J = 12.5 eV, and the estimate for quantum nuclei is

e ≈ 3 × 0.060 × 0.6089/12.5 = 0.0088

Numerical minimization, which keeps the full volume dependence of ω, gives 0.866 percent for quantum and 0.617 percent for classical nuclei. With a gap change of −1 eV per unit ln V, the added shifts are −8.63 and −6.16 meV. Added to the fixed-cell shifts they give

(51.70 + 6.16)/(73.06 + 8.63) = 0.708

For modes of a single frequency, expansion thus alters the size of the renormalization, but hardly the fraction recovered.

**(i) How far does the answer carry over to a real semiconductor such as silicon?**

*Answer.* The zero-point scale is suitable: silicon has optical phonons near 60 meV and a zero-point gap shift of some tens of meV, both as rough figures. The thermal part is not. The measured gap of silicon falls by about 45 meV from 0 K to 300 K, with a slope near −0.25 meV/K, against 13 meV and −0.11 meV/K in the model. The assumption that fails most clearly is the single frequency. Silicon also has acoustic modes of much lower energy, and these are more nearly classical. If they carried half of the shift, as in the 20 meV case of part (h), the fraction would rise from 0.71 to 0.83. A single mode fitted to a zero-point shift of 60 meV and a thermal change of 45 meV has an energy of about 33 meV. It gives a fraction near 0.88, and the overestimate of part (e) falls from about 4 to about 2. These are rough indications only. The true value needs the coupling of every mode, which this model does not supply.

The bulk modulus and atomic volume used in part (h) are close to those of silicon, but γ and the gap change with volume are not. Some of its low-energy modes have negative γ, so a common γ = 1 overstates the expansion. Its indirect gap also grows with volume, opposite to the sign chosen above. Reversing that sign in the model gives

(51.70 − 6.16)/(73.06 − 8.63) = 0.707

so in the model, with one frequency and one γ for all modes, the sign hardly affects the fraction. With several frequencies, the modes that drive the expansion need not be those that dominate the fixed-cell gap shift. The two contributions can then have different classical fractions, even with a common γ. If γ also differs in sign between modes, their contributions to the expansion partly cancel. The effect of expansion on the total must then be calculated from the frequency and γ of each mode.

The adiabatic assumption has not been tested here. The ratio ħω/E_0 = 0.05 shows that a phonon cannot by itself excite an electron across the gap, but it does not bound the error, since states close to a band edge can be separated by less than ħω. In polar materials, where long-range fields couple such states strongly, a nonadiabatic treatment may be required.

In practice, a gap from classical dynamics at 300 K should be corrected mode by mode if modes near 60 meV carry much of the coupling. For the model, the correction is −21 meV on a shift of −73 meV.

Values computed for the example and the checks

```
Mode energy: 60.0 meV; temperature: 300 K
Number of modes: 192; coupling a per mode: -0.625 meV
Total coupling: -120.0 meV; static gap: 1.200 eV
Thermal energy kT: 25.852 meV
y = mode energy/(2kT): 1.1605; tanh(y): 0.8212
Bose occupation: 0.1089
Mean q^2, quantum (grid): 0.6089
Mean q^2, classical (quadrature): 0.4309
Ratio classical/quantum: 0.7076
Zero-point shift: -60.00 meV
Quantum shift: -73.06 meV
Classical shift: -51.70 meV
Classical minus quantum gap: 21.36 meV
Quantum gap: 1.1269 eV
Classical gap: 1.1483 eV
MD time step: 1.10 fs
MD sampled time: 65.8 ps
MD shift: -51.89 meV; standard error: 0.11 meV
MD shift/quantum shift: 0.710
Quantum shift from 0 K to 300 K: -13.06 meV
Classical/quantum change from 0 K: 3.96
Quantum slope at 300 K: -0.1121 meV/K
Classical slope: -0.1723 meV/K
Quantum/classical slope: 0.650
Effective classical temperature T*: 423.9 K
Temperature where ratio is 0.90: 596 K
Quantum/classical intrinsic carrier density: 1.51
Free-energy gap shift, quantum: -73.63 meV
Free-energy gap shift, classical: -52.25 meV
Ratio of free-energy shifts: 0.7096
Ratio with quartic potential, c4=0.01: 0.7083
Ratio with quartic coupling, b/a=0.05: 0.6903
Ratio for a 20 meV mode: 0.9529
Ratio, half of quantum shift from soft modes: 0.8303
Bulk modulus: 100 GPa; atom volume: 0.020 nm3
Grueneisen parameter: 1.0
Gap change per unit ln V: -1.0 eV
Volume strain, quantum: 0.866 percent
Volume strain, classical: 0.617 percent
Expansion gap shift, quantum: -8.63 meV
Expansion gap shift, classical: -6.16 meV
Ratio including expansion: 0.7083
Mode energy/static gap: 0.050
```
